# Empty-lattice bands of a bcc crystal and its monovalent Fermi level

**Question.** A bcc crystal has cubic lattice constant $a$. In the empty-lattice model its conduction electrons are independent and feel only a constant potential, taken as the zero of energy, but their states are labelled by the Bloch wave vectors of the crystal. Hartree atomic units are used. Write

$$\mathbf k=\frac{2\pi}{a}\,\boldsymbol\kappa,\qquad E=E_0\,\varepsilon,\qquad E_0=\frac12\left(\frac{2\pi}{a}\right)^2 .$$

The symmetry points are $\Gamma=(0,0,0)$, $H=(1,0,0)$, $N=(\tfrac12,\tfrac12,0)$ and $P=(\tfrac12,\tfrac12,\tfrac12)$ in $\boldsymbol\kappa$. Degeneracies count orbitals; spin doubles them.

## (a) Find the reciprocal lattice and the general form of the bands.

**Answer.** Primitive translations are $\frac a2(-1,1,1)$, $\frac a2(1,-1,1)$ and $\frac a2(1,1,-1)$. A reciprocal vector $\mathbf G=\frac{2\pi}{a}(h,j,l)$ must have a scalar product $2\pi n_i$ with each of them, $n_i$ being integers:

$$-h+j+l=2n_1,\qquad h-j+l=2n_2,\qquad h+j-l=2n_3 .$$

Adding these in pairs gives $l=n_1+n_2$, $j=n_1+n_3$, $h=n_2+n_3$. So $h,j,l$ are integers with the even sum $2(n_1+n_2+n_3)$. Conversely, if the integers have an even sum, then $-h+j+l=(h+j+l)-2h$ is even, and likewise for the other two, so all three conditions hold.

A plane wave $e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$ gains the factor $e^{i\mathbf k\cdot\mathbf R}$ under a lattice translation $\mathbf R$, because $e^{i\mathbf G\cdot\mathbf R}=1$. It therefore belongs to the Bloch vector $\mathbf k$. Its energy is $\frac12|\mathbf k+\mathbf G|^2$, or

$$\varepsilon=|\boldsymbol\kappa+\mathbf g|^2,\qquad \mathbf g=(h,j,l),\quad h+j+l\ \text{even}.$$

## (b) List every band that comes to $\varepsilon\le3$ somewhere on $\Gamma$–$H$, $\Gamma$–$N$ and $\Gamma$–$P$, with its degeneracy.

**Answer.** Each squared component of $\boldsymbol\kappa+\mathbf g$ must itself be at most 3, which leaves few vectors to examine.

**Line $\Gamma$–$H$:** $\boldsymbol\kappa=(x,0,0)$, $0\le x\le1$, so $\varepsilon=(x+h)^2+j^2+l^2$. The sum $j^2+l^2$ can be 0 (one choice), 1 (four choices) or 2 (four choices); the next value is 4. The parity rule makes $h$ even, odd and even in these cases.

| $j^2+l^2$ | $h$ | $\varepsilon$ | Degeneracy | $\Gamma\to H$ |
|---|---|---|---|---|
| 0 | 0 | $x^2$ | 1 | 0 → 1 |
| 0 | −2 | $(x-2)^2$ | 1 | 4 → 1 |
| 1 | −1 | $(x-1)^2+1$ | 4 | 2 → 1 |
| 1 | 1 | $(x+1)^2+1$ | 4 | 2 → 5 |
| 2 | 0 | $x^2+2$ | 4 | 2 → 3 |
| 2 | −2 | $(x-2)^2+2$ | 4 | 6 → 3 |

Any other $h$ has $h\ge2$ or $h\le-3$, so $(x+h)^2\ge4$.

**Line $\Gamma$–$N$:** $\boldsymbol\kappa=(x,x,0)$, $0\le x\le\frac12$, so

$$\varepsilon=(x+h)^2+(x+j)^2+l^2=2x^2+2x(h+j)+h^2+j^2+l^2 .$$

Here $l=0$ or $\pm1$. For $h=2$ the first square is at least 4, and for $h=-3$ at least $(5/2)^2$; larger $|h|$ is worse. Hence $h$ and $j$ lie in $\{-2,-1,0,1\}$. Their sum is even for $l=0$ and odd for $l=\pm1$.

| $(h,j)$ | $l$ | $\varepsilon$ | Degeneracy | $\Gamma\to N$ |
|---|---|---|---|---|
| (0,0) | 0 | $2x^2$ | 1 | 0 → 0.5 |
| (−1,−1) | 0 | $2(x-1)^2$ | 1 | 2 → 0.5 |
| (−1,0), (0,−1) | ±1 | $2x^2-2x+2$ | 4 | 2 → 1.5 |
| (1,−1), (−1,1) | 0 | $2x^2+2$ | 2 | 2 → 2.5 |
| (1,0), (0,1) | ±1 | $2x^2+2x+2$ | 4 | 2 → 3.5 |
| (1,1) | 0 | $2(x+1)^2$ | 1 | 2 → 4.5 |
| (−2,0), (0,−2) | 0 | $2x^2-4x+4$ | 2 | 4 → 2.5 |

The remaining pairs all contain $-2$, whose square contributes at least $\frac94$. With $(-2,-2)$, $\varepsilon\ge\frac92$. With $-2$ and $-1$, $l=\pm1$ and $\varepsilon\ge\frac94+\frac14+1=\frac72$. With $-2$ and $1$, $\varepsilon\ge\frac94+1+1=\frac{17}4$. None reaches 3.

**Line $\Gamma$–$P$:** $\boldsymbol\kappa=(x,x,x)$, $0\le x\le\frac12$, so

$$\varepsilon=3x^2+2x(h+j+l)+h^2+j^2+l^2 .$$

By the same bound, all three integers lie in $\{-2,-1,0,1\}$. An even sum requires none or two of them to be odd.

| $\mathbf g$ and permutations | $\varepsilon$ | Degeneracy | $\Gamma\to P$ |
|---|---|---|---|
| (0,0,0) | $3x^2$ | 1 | 0 → 0.75 |
| (−1,−1,0) | $3x^2-4x+2$ | 3 | 2 → 0.75 |
| (1,−1,0) | $3x^2+2$ | 6 | 2 → 2.75 |
| (1,1,0) | $3x^2+4x+2$ | 3 | 2 → 4.75 |
| (−2,0,0) | $3x^2-4x+4$ | 3 | 4 → 2.75 |
| (−1,−1,−2) | $3x^2-8x+6$ | 3 | 6 → 2.75 |

The vectors left over contain either two or more entries $-2$, giving $\varepsilon\ge\frac92$, or $-2$ together with $1$ and another odd entry, giving $\varepsilon\ge\frac94+1+\frac14=\frac72$.

These are degeneracies at a general point of a line. Where bands cross, they add. For example, on $\Gamma$–$H$ the equation $(x-2)^2=x^2+2$ gives $-4x+4=2$, so $x=\frac12$, where $\varepsilon=\frac94$ and the degeneracy is $1+4=5$.

## (c) Give the levels up to $\varepsilon=3$ at the four symmetry points.

**Answer.** Add the degeneracies of the bands that meet at each end point:

- $\Gamma$: $\varepsilon=0$ (1) and $2$ (12).
- $H$: $\varepsilon=1$ ($1+1+4=6$) and $3$ ($4+4=8$).
- $N$: $\varepsilon=\frac12$ ($1+1=2$), $\frac32$ (4) and $\frac52$ ($2+2=4$).
- $P$: $\varepsilon=\frac34$ ($1+3=4$) and $\frac{11}4$ ($6+3+3=12$).

The twelvefold level at $\Gamma$ splits differently along each line: $4+4+4$ towards $H$, $1+4+2+4+1$ towards $N$, and $3+6+3$ towards $P$.

## (d) Each atom gives one conduction electron. Find the Fermi level, and decide whether it lies above or below the lowest level at $N$. Which bands are occupied?

**Answer.** The cube holds two atoms, so the electron density is $n=2/a^3$. At zero temperature, with two spins per orbital and $1/(2\pi)^3$ orbitals per unit volume of $\mathbf k$ space and of crystal,

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi}{3}k_F^3=\frac{k_F^3}{3\pi^2}
\quad\Longrightarrow\quad k_F=\frac{(6\pi^2)^{1/3}}{a}.$$

Dividing by $2\pi/a$,

$$\kappa_F=\left(\frac{6\pi^2}{8\pi^3}\right)^{1/3}=\left(\frac{3}{4\pi}\right)^{1/3}=0.6204,\qquad \varepsilon_F=\kappa_F^2=0.3848 .$$

The lowest level at $N$ is $\varepsilon_N=0.5$. The Fermi level is therefore below it by $0.1152\,E_0$, and $\varepsilon_F/\varepsilon_N=0.770$.

To see which bands are occupied, take two different plane waves with the same Bloch vector, $\mathbf q=\boldsymbol\kappa+\mathbf g$ and $\mathbf q'=\boldsymbol\kappa+\mathbf g'$. Their difference is a nonzero reciprocal vector, whose length is at least $\sqrt2$. The triangle inequality gives

$$|\mathbf q|+|\mathbf q'|\ge|\mathbf q-\mathbf q'|\ge\sqrt2 ,$$

so the longer one has length at least $1/\sqrt2$. The second band thus lies at $\varepsilon\ge\frac12$ everywhere, and it reaches this value at $N$. Since $\varepsilon_F<\frac12$, only the lowest band is occupied. The same inequality shows that a wave with $|\mathbf q|<1/\sqrt2$ is the shortest at its Bloch vector, so the Fermi sphere lies wholly inside the first Brillouin zone.

The distances from $\Gamma$ to $H$, $N$ and $P$ are $1$, $1/\sqrt2$ and $\sqrt3/2$. The lowest band crosses the Fermi level at the fractions $\kappa_F=0.620$, $\sqrt2\,\kappa_F=0.877$ and $2\kappa_F/\sqrt3=0.716$ of the way. The sphere comes closest to the zone boundary towards $N$.

## (e) At what number $z$ of electrons per atom would the free-electron sphere touch $N$? What follows for a divalent bcc metal in this model?

**Answer.** The density is now $2z/a^3$, so $k_F^3=3\pi^2(2z/a^3)$ and $\kappa_F^3=3z/(4\pi)$. Contact requires $\kappa_F=1/\sqrt2$:

$$z=\frac{4\pi}{3}\left(\frac1{\sqrt2}\right)^3=\frac{4\pi}{3\cdot2\sqrt2}=\frac{\pi\sqrt2}{3}=1.481 .$$

For $z=2$ the sphere extends past $N$. The second band is then partly filled near $N$, and since two electrons per atom would just fill one band, as many states are left empty in the lowest band as are filled above it. The model gives a metal.

## (f) Evaluate the energies for a model metal with $a=8$ bohr.

**Answer.** The energy unit is $E_0=2\pi^2/a^2=2\pi^2/64=0.3084$ hartree. The density is $n=2/512=0.003906$ bohr$^{-3}$, which gives $k_F=(3\pi^2n)^{1/3}=0.4872$ bohr$^{-1}$. Then

$$E_F=\tfrac12(0.4872)^2=0.1187\ \text{hartree}=3.23\ \text{eV},$$

$$E_N=\tfrac12(0.3084)=0.1542\ \text{hartree}=4.20\ \text{eV}.$$

The difference is $0.0355$ hartree, or $0.97$ eV. Both energies scale as $1/a^2$, so compressing or expanding the empty lattice changes their difference but not their ratio.

## (g) A weak periodic potential is switched on. How does it change the lowest levels at $N$, and when is the order found in (d) guaranteed to survive?

**Answer.** At $N$ the waves $(\frac12,\frac12,0)$ and $(-\frac12,-\frac12,0)$ are degenerate. Let $v$ be the matrix element of the potential between them, in units of $E_0$, with the average potential still set to zero. To first order only these two waves mix:

$$\begin{pmatrix}\frac12&v\\ v^*&\frac12\end{pmatrix}\quad\Longrightarrow\quad \left(\tfrac12-\varepsilon\right)^2=|v|^2,\qquad \varepsilon=\tfrac12\pm|v| .$$

A gap $2|v|$ opens, and its lower edge moves down towards the Fermi level.

A sufficient condition follows if the potential is local and its magnitude nowhere exceeds $wE_0$. Its expectation value in any normalized state then lies between $-wE_0$ and $wE_0$. By the variational (min–max) principle, each level, counted from the bottom at fixed $\mathbf k$, shifts by at most $w$ in $\varepsilon$. So the lowest level at $N$ stays at or above $0.5-w$. The Fermi level cannot rise at all. At each $\mathbf k$ the shortest plane wave is a trial state in which the potential has its average value, zero, so the lowest band lies at or below its empty-lattice value. At least as many states as before then lie below $0.3848$. The order survives if

$$0.3848<0.5-w,\qquad\text{that is}\qquad w<0.115 .$$

For $a=8$ bohr this is about $0.035$ hartree. The condition limits the potential at every point. The potential of a real metal is unbounded at the nuclei, and pseudopotentials are in general non-local, so the bound applies to weak local model potentials only. A stronger potential need not reverse the order, but this bound then no longer guarantees it. A sharper estimate, or a calculation of the bands with the potential included, is needed to decide.

The numerical output below checks the band lists against a real-space calculation with Bloch boundary conditions, and the Fermi level against a direct filling of states.

## Values computed for the example and the checks

```
Bands eps = c2 x^2 + c1 x + c0 (units of E0), degeneracy without spin
Gamma-H: x from 0 to 1.0
  1 x^2 +0 x +0: degeneracy 1, Gamma 0.00, end 1.00
  1 x^2 -4 x +4: degeneracy 1, Gamma 4.00, end 1.00
  1 x^2 -2 x +2: degeneracy 4, Gamma 2.00, end 1.00
  1 x^2 +0 x +2: degeneracy 4, Gamma 2.00, end 3.00
  1 x^2 +2 x +2: degeneracy 4, Gamma 2.00, end 5.00
  1 x^2 -4 x +6: degeneracy 4, Gamma 6.00, end 3.00
Gamma-N: x from 0 to 0.5
  2 x^2 +0 x +0: degeneracy 1, Gamma 0.00, end 0.50
  2 x^2 -4 x +2: degeneracy 1, Gamma 2.00, end 0.50
  2 x^2 -2 x +2: degeneracy 4, Gamma 2.00, end 1.50
  2 x^2 +0 x +2: degeneracy 2, Gamma 2.00, end 2.50
  2 x^2 +2 x +2: degeneracy 4, Gamma 2.00, end 3.50
  2 x^2 +4 x +2: degeneracy 1, Gamma 2.00, end 4.50
  2 x^2 -4 x +4: degeneracy 2, Gamma 4.00, end 2.50
Gamma-P: x from 0 to 0.5
  3 x^2 +0 x +0: degeneracy 1, Gamma 0.00, end 0.75
  3 x^2 -4 x +2: degeneracy 3, Gamma 2.00, end 0.75
  3 x^2 +0 x +2: degeneracy 6, Gamma 2.00, end 2.75
  3 x^2 +4 x +2: degeneracy 3, Gamma 2.00, end 4.75
  3 x^2 -4 x +4: degeneracy 3, Gamma 4.00, end 2.75
  3 x^2 -8 x +6: degeneracy 3, Gamma 6.00, end 2.75
Levels up to eps = 3 (units of E0) and total degeneracy
  Gamma: 0.00 (1), 2.00 (12)
  H: 1.00 (6), 3.00 (8)
  N: 0.50 (2), 1.50 (4), 2.50 (4)
  P: 0.75 (4), 2.75 (12)
Largest finite-difference deviation: 0.0016 E0
Fermi radius: 0.6204 (2 pi/a)
Fermi level, formula: 0.3848 E0
Fermi level, mesh filling: 0.3848 E0
Bottom of second band, mesh: 0.5000 E0
N level minus Fermi level: 0.1152 E0
Fermi level / N level: 0.7697
Distance Gamma-H: 1.0000 (2 pi/a); Fermi crossing at fraction 0.6204
Distance Gamma-N: 0.7071 (2 pi/a); Fermi crossing at fraction 0.8773
Distance Gamma-P: 0.8660 (2 pi/a); Fermi crossing at fraction 0.7163
Electrons per atom at contact with N, formula: 1.4810
Electrons per atom at contact with N, mesh: 1.4805
Example: a = 8.0 bohr, E0 = 0.30843 hartree
Electron density: 0.003906 bohr^-3
k_F = 0.48722 bohr^-1, |N| = 0.55536 bohr^-1
Fermi energy: 0.11869 hartree = 3.230 eV
Lowest N level: 0.15421 hartree = 4.196 eV
N level minus Fermi energy: 0.03552 hartree = 0.967 eV
```
